# BenDaniel-Duke Interface Conditions and Transfer Matrix for Layered Tunnel Barriers: a program that tests the result

```python
"""
Result under test: for -1/2 (psi'/m)' + U psi = E psi, U = V + q^2/(2m),
psi and phi = psi'/m are continuous at an abrupt mass step. The product of
unit-determinant layer matrices for (psi, phi) gives the transmission T.
Hartree atomic units: m mass, V band edge, d thickness, E total energy,
q conserved in-plane wavenumber, k normal wavenumber, v = k/m velocity,
kappa decay constant, w = kappa/m. Left and right electrodes are uniform.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm, solve_banded

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9


def wavenumber(m, V, E, q):
    return np.sqrt(complex(2 * m * (E - V) - q**2))


def layer_matrix(m, V, d, E, q):
    k = wavenumber(m, V, E, q)
    if abs(k) * d < 1e-10:
        return np.array([[1.0, m * d], [0.0, 1.0]])
    c, s = np.cos(k * d), np.sin(k * d)
    return np.array([[c, m * s / k], [-k * s / m, c]]).real


def stack_matrix(layers, E, q):
    M = np.eye(2)
    for m, V, d in layers:
        M = layer_matrix(m, V, d, E, q) @ M
    return M


def velocities(left, right, E, q):
    return tuple((wavenumber(m, V, E, q) / m).real for m, V in (left, right))


def amplitude_t(M, vL, vR):
    (A, B), (C, D) = M
    return 2 * vL / (vL * D + vR * A + 1j * (C - vL * vR * B))


def transmission(left, layers, right, E, q):
    vL, vR = velocities(left, right, E, q)
    (A, B), (C, D) = stack_matrix(layers, E, q)
    excess = (vL * D - vR * A)**2 + (C + vL * vR * B)**2
    return 1 / (1 + excess / (4 * vL * vR))


def probabilities(S, vL, vR):
    """Solve u_right = S u_left directly for reflection and transmission."""
    incoming = S @ np.array([1, 1j * vL])
    reflected = S @ np.array([1, -1j * vL])
    outgoing = np.array([1, 1j * vR])
    t, r = np.linalg.solve(np.column_stack([outgoing, -reflected]), incoming)
    return abs(r)**2, vR / vL * abs(t)**2


def amplitude_product(left, layers, right, E, q):
    """Product in the basis of right- and left-going plane waves."""
    regions = [(*left, 0.0)] + list(layers) + [(*right, 0.0)]
    Q = np.eye(2, dtype=complex)
    for (m1, V1, _), (m2, V2, d2) in zip(regions[:-1], regions[1:]):
        k1, k2 = wavenumber(m1, V1, E, q), wavenumber(m2, V2, E, q)
        rho = (k1 / m1) / (k2 / m2)
        step = 0.5 * np.array([[1 + rho, 1 - rho], [1 - rho, 1 + rho]])
        phase = np.diag([np.exp(1j * k2 * d2), np.exp(-1j * k2 * d2)])
        Q = phase @ step @ Q
    return Q


def grid_scattering(left, layers, right, E, q, h):
    """Conservative finite differences with open ends; no matching used."""
    masses, edges = [left[0]], [left[1]]
    for m, V, d in layers:
        count = int(round(d / h))
        masses += [m] * count
        edges += [V] * count
    masses = np.array(masses + [right[0]])
    U = np.array(edges + [right[1]]) + q**2 / (2 * masses)
    c = 1 / (2 * masses * h**2)
    thL = np.arccos(1 - (E - U[0]) * masses[0] * h**2)
    thR = np.arccos(1 - (E - U[-1]) * masses[-1] * h**2)
    n = len(masses) - 1
    bands = np.zeros((3, n), dtype=complex)
    bands[1] = c[:-1] + c[1:] + (U[:-1] + U[1:]) / 2 - E
    bands[1, 0] -= c[0] * np.exp(1j * thL)
    bands[1, -1] -= c[-1] * np.exp(1j * thR)
    bands[0, 1:] = -c[1:-1]
    bands[2, :-1] = -c[1:-1]
    source = np.zeros(n, dtype=complex)
    source[0] = -2j * c[0] * np.sin(thL)
    psi = solve_banded((1, 1), bands, source)
    vL = np.sin(thL) / (masses[0] * h)
    vR = np.sin(thR) / (masses[-1] * h)
    flux = np.imag(psi[:-1].conj() * np.diff(psi)) / (masses[1:-1] * h)
    return abs(psi[0] - 1)**2, vR / vL * abs(psi[-1])**2, flux / vL


def opaque_factors(left, layers, right, E, q):
    vL, vR = velocities(left, right, E, q)
    kap = [wavenumber(m, V, E, q).imag for m, V, d in layers]
    w1, w2 = [x / lay[0] for x, lay in zip(kap, layers)]
    exponent = 2 * sum(x * lay[2] for x, lay in zip(kap, layers))
    return (4 * vL * w1 / (vL**2 + w1**2), 4 * w1 * w2 / (w1 + w2)**2,
            4 * w2 * vR / (w2**2 + vR**2), np.exp(-exponent))


def smooth_step_changes(first, second, E, half_width):
    """Changes of psi, phi, psi' over a smooth step, from the expanded ODE."""
    def rhs(z, y):
        x = (z / half_width + 1) / 2
        f = x * x * (3 - 2 * x)
        df = 6 * x * (1 - x) / (2 * half_width)
        m = first[0] + (second[0] - first[0]) * f
        dm = (second[0] - first[0]) * df
        V = first[1] + (second[1] - first[1]) * f
        return [y[1], dm / m * y[1] + 2 * m * (V - E) * y[0]]
    slope = -wavenumber(first[0], first[1], E, 0).imag
    sol = solve_ivp(rhs, (-half_width, half_width), [1.0, slope],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    p, dp = sol.y[:, -1]
    return p - 1, dp / second[0] - slope / first[0], dp / slope


left, right = (0.3, 0.0), (1.0, -0.02)
layers = [(0.5, 0.12, 10.0), (0.2, 0.055, 40.0)]
E, q_side = 0.02, 0.06

# Abrupt limit of a smooth mass step
wide = smooth_step_changes(layers[0], layers[1], E, 0.1)
narrow = smooth_step_changes(layers[0], layers[1], E, 0.01)
for i in (0, 1):
    assert 9 < wide[i] / narrow[i] < 11
assert abs(narrow[2] - layers[1][0] / layers[0][0]) < 0.01

# Layer matrix against the exponential of the first-order system
for m, V, d, energy, q in [(0.5, 0.12, 10, 0.02, 0.0),
                           (0.2, 0.055, 40, 0.02, 0.06),
                           (0.3, -0.01, 12, 0.05, 0.03),
                           (0.4, 0.02, 7, 0.02, 0.0)]:
    gen = np.array([[0, m], [2 * (V - energy) + q**2 / m, 0]])
    P = layer_matrix(m, V, d, energy, q)
    assert np.allclose(P, expm(gen * d), rtol=1e-9, atol=1e-10)
    assert abs(np.linalg.det(P) - 1) < 1e-8

# Scattering formulas against direct solution and against the grid
well = [(0.4, 0.08, 8.0), (0.15, -0.01, 12.0), (0.3, 0.06, 6.0)]
for stack, q in [(layers, 0.0), (layers, q_side), (well, 0.03)]:
    vL, vR = velocities(left, right, E, q)
    M = stack_matrix(stack, E, q)
    T = transmission(left, stack, right, E, q)
    R_direct, T_direct = probabilities(M, vL, vR)
    assert abs(T_direct / T - 1) < 1e-7
    assert abs(R_direct + T_direct - 1) < 1e-9
    t = amplitude_t(M, vL, vR)
    assert abs(vR / vL * abs(t)**2 / T - 1) < 1e-7
    Q = amplitude_product(left, stack, right, E, q)
    assert abs((vL / vR) / Q[1, 1] / t - 1) < 1e-7
    R_grid, T_grid, flux = grid_scattering(left, stack, right, E, q, 0.05)
    assert abs(T_grid / T - 1) < 2e-3
    assert abs(R_grid + T_grid - 1) < 1e-8
    # roundoff in the tiny flux of an almost standing wave sets this tolerance
    assert np.max(abs(flux / T_grid - 1)) < 1e-3
    T_back = transmission(right, stack[::-1], left, E, q)
    assert abs(T_back / T - 1) < 1e-7

# Determinant of a single amplitude step is the velocity ratio
vL, vR = velocities(left, right, E, 0)
step = amplitude_product(left, [], right, E, 0)
assert abs(np.linalg.det(step) - vL / vR) < 1e-12

# Second-order convergence of the grid to the matrix result
T0 = transmission(left, layers, right, E, 0)
T_coarse = grid_scattering(left, layers, right, E, 0, 0.1)[1]
T_fine = grid_scattering(left, layers, right, E, 0, 0.05)[1]
assert 3.5 < (T_coarse - T0) / (T_fine - T0) < 4.5

# Opaque limit, including a stack with strong mismatch of kappa/m
mismatch = [(0.5, 0.12, 20.0), (0.1, 0.15, 30.0)]
for stack, q in [(layers, 0), (layers, q_side), (mismatch, 0)]:
    full = transmission(left, stack, right, E, q)
    approx = np.prod(opaque_factors(left, stack, right, E, q))
    small = sum(np.exp(-2 * wavenumber(m, V, E, q).imag * d)
                for m, V, d in stack)
    assert abs(approx / full - 1) < 5 * small

# Flux-conserving family and a matching that violates conservation
rng = np.random.default_rng(4)
for _ in range(20):
    a, b, c = rng.uniform(0.5, 2, 3)
    S = np.exp(1j * b) * np.array([[a, b], [c, (1 + b * c) / a]])
    assert abs(sum(probabilities(S, vL, vR)) - 1) < 1e-10
scale = 1.5
bdd = probabilities(np.eye(2), vL, vR)
other = probabilities(np.diag([scale, 1 / scale]), vL, vR)
wrong = probabilities(np.diag([1, left[0] / right[0]]), vL, vR)
assert abs(sum(bdd) - 1) < 1e-12 and abs(sum(other) - 1) < 1e-12
assert abs(other[1] - bdd[1]) > 0.01 and abs(sum(wrong) - 1) > 0.01
assert abs(wrong[1] / (1 - wrong[0]) - left[0] / right[0]) < 1e-12

# In-plane motion: correct result and the fixed-normal-energy shortcut
T_side = transmission(left, layers, right, E, q_side)
E_normal = E - q_side**2 / (2 * left[0])
T_short = transmission(left, layers, right, E_normal, 0)
assert abs(T_short / T_side - 1) > 0.05

# Worked example
M = stack_matrix(layers, E, 0)
t = amplitude_t(M, vL, vR)
factors = opaque_factors(left, layers, right, E, 0)
kappas = [wavenumber(m, V, E, 0).imag for m, V, d in layers]
print("All values in Hartree atomic units unless stated")
print(f"left electrode: m = {left[0]}, V = {left[1]}")
for i, (m, V, d) in enumerate(layers, 1):
    print(f"layer {i}: m = {m}, V = {V}, d = {d} bohr")
print(f"right electrode: m = {right[0]}, V = {right[1]}")
print(f"energy E = {E} hartree = {E * HARTREE_EV:.4f} eV")
total_d = sum(lay[2] for lay in layers)
print(f"total thickness = {total_d} bohr = {total_d * BOHR_NM:.4f} nm")
print(f"electrode wavenumbers kL, kR = {vL*left[0]:.6f}, {vR*right[0]:.6f}")
print(f"electrode velocities vL, vR = {vL:.6f}, {vR:.6f}")
for i, (kap, lay) in enumerate(zip(kappas, layers), 1):
    print(f"layer {i}: kappa = {kap:.6f}, w = {kap/lay[0]:.6f}, "
          f"kappa*d = {kap*lay[2]:.6f}")
    P = layer_matrix(*lay, E, 0)
    print(f"layer {i} matrix P11, P12, P21, P22 = "
          + ", ".join(f"{x:.6f}" for x in P.ravel()))
print("stack matrix A, B, C, D = "
      + ", ".join(f"{x:.4f}" for x in M.ravel()))
print(f"transmitted amplitude t = {t.real:.6e} + i*({t.imag:.6e})")
print(f"transmission T (dimensionless) = {T0:.6e}")
print(f"grid T, spacing 0.1 bohr = {T_coarse:.6e}")
print(f"grid T, spacing 0.05 bohr = {T_fine:.6e}")
print("opaque factors: left, inner, right = "
      + ", ".join(f"{x:.6f}" for x in factors[:3]))
print(f"opaque exponential factor = {factors[3]:.6e}")
print(f"opaque estimate of T = {np.prod(factors):.6e}")
print(f"opaque estimate / T - 1 = {np.prod(factors)/T0-1:.3e}")
k1, k2 = kappas
print(f"inner factor if kappa replaced w = {4*k1*k2/(k1+k2)**2:.6f}")
state = t * np.array([1, 1j * vR])
planes = [state]
for lay in layers[::-1]:
    state = np.linalg.solve(layer_matrix(*lay, E, 0), state)
    planes.append(state)
for name, u in zip(("left", "inner", "right"), planes[::-1]):
    J = np.imag(np.conj(u[0]) * u[1])
    assert abs(J / (vL * T0) - 1) < 1e-5
    print(f"{name} interface: |psi|^2 = {abs(u[0])**2:.6e}, J = {J:.6e}")
print(f"smooth inner step, half-width 0.01 bohr: change of psi = "
      f"{narrow[0]:.3e}, of phi = {narrow[1]:.3e}")
print(f"same step: psi' after/before = {narrow[2]:.5f}, "
      f"mass ratio = {layers[1][0]/layers[0][0]:.5f}")
print("Single junction of the two electrodes, no barrier layers:")
for name, pair in [("BenDaniel-Duke", bdd),
                   (f"S = diag(s,1/s), s = {scale}", other),
                   ("continuous psi'", wrong)]:
    print(f"{name}: R = {pair[0]:.6f}, T = {pair[1]:.6f}, "
          f"R+T = {sum(pair):.6f}")
print(f"in-plane wavenumber q = {q_side} 1/bohr")
print(f"normal energy in left electrode = {E_normal:.6f} hartree")
for i, (m, V, d) in enumerate(layers, 1):
    print(f"layer {i}: E-q^2/(2m) = {E-q_side**2/(2*m):.6f} hartree, "
          f"kappa = {wavenumber(m, V, E, q_side).imag:.6f}")
print(f"T with in-plane motion = {T_side:.6e}")
print(f"T with normal energy wrongly held fixed = {T_short:.6e}")
print(f"wrong / correct T = {T_short/T_side:.6f}")
print("every check passed")
```

Printed output:

```
All values in Hartree atomic units unless stated
left electrode: m = 0.3, V = 0.0
layer 1: m = 0.5, V = 0.12, d = 10.0 bohr
layer 2: m = 0.2, V = 0.055, d = 40.0 bohr
right electrode: m = 1.0, V = -0.02
energy E = 0.02 hartree = 0.5442 eV
total thickness = 50.0 bohr = 2.6459 nm
electrode wavenumbers kL, kR = 0.109545, 0.282843
electrode velocities vL, vR = 0.365148, 0.282843
layer 1: kappa = 0.316228, w = 0.632456, kappa*d = 3.162278
layer 1 matrix P11, P12, P21, P22 = 11.833336, 18.643219, 7.457288, 11.833336
layer 2: kappa = 0.118322, w = 0.591608, kappa*d = 4.732864
layer 2 matrix P11, P12, P21, P22 = 56.814644, 96.019399, 33.606790, 56.814644
stack matrix A, B, C, D = 1388.3510, 2195.4376, 821.3636, 1298.8455
transmitted amplitude t = 5.728768e-04 + i*(-3.929193e-04)
transmission T (dimensionless) = 3.737998e-07
grid T, spacing 0.1 bohr = 3.738639e-07
grid T, spacing 0.05 bohr = 3.738158e-07
opaque factors: left, inner, right = 1.732051, 0.998886, 1.556577
opaque exponential factor = 1.387929e-07
opaque estimate of T = 3.737787e-07
opaque estimate / T - 1 = -5.644e-05
inner factor if kappa replaced w = 0.792585
left interface: |psi|^2 = 1.000179e+00, J = 1.364924e-07
inner interface: |psi|^2 = 1.913636e-03, J = 1.364924e-07
right interface: |psi|^2 = 4.825734e-07, J = 1.364924e-07
smooth inner step, half-width 0.01 bohr: change of psi = -4.418e-03, of phi = 2.694e-03
same step: psi' after/before = 0.39830, mass ratio = 0.40000
Single junction of the two electrodes, no barrier layers:
BenDaniel-Duke: R = 0.016133, T = 0.983867, R+T = 1.000000
S = diag(s,1/s), s = 1.5: R = 0.073349, T = 0.926651, R+T = 1.000000
continuous psi': R = 0.195056, T = 0.241483, R+T = 0.436539
in-plane wavenumber q = 0.06 1/bohr
normal energy in left electrode = 0.014000 hartree
layer 1: E-q^2/(2m) = 0.016400 hartree, kappa = 0.321870
layer 2: E-q^2/(2m) = 0.011000 hartree, kappa = 0.132665
T with in-plane motion = 8.657882e-08
T with normal energy wrongly held fixed = 1.134954e-07
wrong / correct T = 1.310891
every check passed
```
